# Activation energy of a trap from two emission time constants

## Problem

After a gallium nitride high-electron-mobility transistor has been held in its off state, its drain current is reduced by electrons caught in traps. This is current collapse. The device is then kept at low drain bias, and the current recovers as the traps emit their electrons into the conduction band. The recovery is a single exponential with time constant 10 s at 300 K and 0.1 s at 350 K.

Assume one trap level, a capture cross-section $\sigma$ independent of temperature, a parabolic isotropic band, and no recapture of emitted electrons.

1. Derive the temperature dependence of the emission rate, including the power of $T$ in the prefactor.
2. Find the activation energy, and the error made if that power is left out.
3. Find the apparent capture cross-section for an electron mass of $0.20\,m_0$, and the time constant at a channel temperature of 425 K.
4. Decide how far the activation energy may be taken for the depth of the trap.

## Solution

### 1. The emission law

Let $f$ be the fraction of traps that hold an electron and $e$ the emission rate per filled trap. Without recapture,

$$\frac{df}{dt}=-e f,\qquad f(t)=f(0)\,e^{-t/\tau},\qquad \tau=\frac1e .$$

If the change in current is small, it is proportional to the change in trapped charge and has the same $\tau$. The recovering part of the current is then $s=1-e^{-t/\tau}$, and

$$\frac{ds}{d\ln t}=t\frac{ds}{dt}=u\,e^{-u},\qquad u=\frac t\tau .$$

The derivative of $u e^{-u}$ is $(1-u)e^{-u}$, which vanishes at $u=1$. The time constant can therefore be read as the position of the peak of $ds/d\ln t$.

The rate $e$ follows from equilibrium, where emission and capture must balance. Measure the electron energy $E$ upward from the band edge. Let $E_a$ be the depth of the trap below the edge, and $\Delta$ the depth of the Fermi level below it. An empty trap captures electrons of speed $v$ at a rate $\sigma v$ times their density, so

$$e f=(1-f)\,\sigma\int_0^\infty v(E)\,g(E)\,f_{FD}(E)\,dE .$$

Here $g$ is the density of states including spin, and $f_{FD}$ is the Fermi function. With a trap degeneracy factor of one, the occupation of the trap obeys

$$\frac{1-f}{f}=e^{(\Delta-E_a)/kT}.$$

For a nondegenerate electron gas, $\Delta\gg kT$ and $f_{FD}\approx e^{-(E+\Delta)/kT}$. The factors $e^{\Delta/kT}$ and $e^{-\Delta/kT}$ cancel, leaving

$$e=\sigma\,e^{-E_a/kT}\int_0^\infty v\,g\,e^{-E/kT}\,dE .$$

The Fermi level has dropped out. The emission rate thus depends only on the trap, the band and the lattice temperature, and it may be used after the free electrons have been removed.

For a parabolic band,

$$g=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt E,\qquad v=\sqrt{\frac{2E}{m}} .$$

In the product, the powers of two give $2^{3/2}\cdot2^{1/2}=4$, the masses give $m^{3/2}m^{-1/2}=m$, and the square roots of energy give $E$:

$$v\,g=\frac{4mE}{2\pi^2\hbar^3}=\frac{2mE}{\pi^2\hbar^3}.$$

Since $\int_0^\infty E\,e^{-E/kT}dE=(kT)^2$, the result is

$$\frac1\tau=e=\sigma\gamma T^2e^{-E_a/kT},\qquad \gamma=\frac{2mk^2}{\pi^2\hbar^3}.$$

The square of the temperature has a simple reading. The effective density of band states $N_c$ grows as $T^{3/2}$ and the mean thermal speed $\bar v$ as $T^{1/2}$; their product is $N_c\bar v=\gamma T^2$.

### 2. The activation energy

Multiply the law by $\tau$ and divide by the other factors:

$$\tau T^2=\frac{1}{\sigma\gamma}\,e^{E_a/kT}.$$

Write this at $T_1=300$ K and at $T_2=350$ K, and divide the first equation by the second. The unknown $\sigma$ and the mass in $\gamma$ cancel:

$$\frac{\tau_1T_1^2}{\tau_2T_2^2}=\exp\left[\frac{E_a}{k}\left(\frac1{T_1}-\frac1{T_2}\right)\right].$$

Taking the logarithm gives

$$E_a=\frac{k\,\ln\!\left[\tau_1T_1^2/(\tau_2T_2^2)\right]}{1/T_1-1/T_2}.$$

The numbers are

$$\frac{\tau_1T_1^2}{\tau_2T_2^2}=\frac{900000}{12250}=73.47,\qquad \ln 73.47=4.2969,$$

$$\frac1{T_1}-\frac1{T_2}=4.7619\times10^{-4}\ \mathrm{K^{-1}},$$

$$E_a=\frac{(8.6173\times10^{-5}\ \mathrm{eV/K})(4.2969)}{4.7619\times10^{-4}\ \mathrm{K^{-1}}}=0.778\ \mathrm{eV}.$$

The activation energy is **0.78 eV**, or $1.25\times10^{-19}$ J. As a check by another road, the capture integral was evaluated numerically with the full Fermi function, and the depth was sought for which the emission rates at the two temperatures differ by a factor of 100. This also gives 0.7776 eV.

**Leaving out $T^2$.** The logarithm would be $\ln100=4.6052$ and the energy 0.833 eV, which is 0.056 eV too high. The excess is

$$\delta=\frac{2k\ln(T_2/T_1)}{1/T_1-1/T_2}=2k\,\frac{T_1T_2\ln(T_2/T_1)}{T_2-T_1}.$$

To see its size, put $x=\ln(T_2/T_1)$. Then $T_2-T_1=\sqrt{T_1T_2}\,(e^{x/2}-e^{-x/2})=2\sqrt{T_1T_2}\,\sinh(x/2)$, and

$$\delta=2k\sqrt{T_1T_2}\;\frac{x/2}{\sinh(x/2)}\approx2k\sqrt{T_1T_2}.$$

The last fraction is close to one because $x=0.154$ is small. The excess is therefore about $2kT$ at the geometric mean temperature. It has this sign because the prefactor itself speeds up emission on heating. If it is ignored, the exponential has to account for the whole change.

Could a third measurement show which law is right? At 325 K, the law with $T^2$ predicts 0.843 s, and the law without it 0.838 s, when both are fitted to the two given points. They differ by 0.6 %. Differentiating the logarithm of $\tau$ gives

$$\frac{d\ln\tau}{dT}=-\left(\frac2T+\frac{E_a}{kT^2}\right)\approx-0.09\ \mathrm{K^{-1}}\quad\text{at 325 K},$$

so a temperature error of less than 0.1 K would hide the difference. The power of $T$ has to come from the derivation; over this range the data cannot supply it.

**Errors of measurement.** A relative error in $\tau_1$ changes the energy by

$$\delta E_a=k\,\frac{T_1T_2}{T_2-T_1}\,\delta\ln\tau_1 .$$

The factor in front is 0.181 eV. A value of $\tau_1$ that is 10 % larger thus raises $E_a$ by 0.017 eV. An upper temperature that is 1 K higher lowers it by 0.014 eV. The factor $1/(T_2-T_1)$ shows why closely spaced temperatures give a poor energy. The third decimal of $E_a$ belongs to the arithmetic; errors of the size just considered already change the second.

### 3. Cross-section and time constant in use

With $m=0.20\,m_0$, $\gamma=6.00\times10^{20}\ \mathrm{cm^{-2}\,s^{-1}\,K^{-2}}$. At 300 K, $E_a/kT=30.08$. Solving the emission law for $\sigma$,

$$\sigma=\frac{e^{E_a/kT_1}}{\gamma\,\tau_1T_1^2}=\frac{e^{30.08}}{(6.00\times10^{20})(9.00\times10^5)}\ \mathrm{cm^2}\approx2.1\times10^{-14}\ \mathrm{cm^2}.$$

This number is far less certain than the energy, because $E_a$ stands in its exponent. The 10 % increase of $\tau_1$ considered above raises $\sigma$ by the factor $e^{0.0172/0.02585}/1.1\approx1.8$.

At 425 K the same law gives

$$\tau=\tau_1\left(\frac{300}{425}\right)^2\exp\left[\frac{E_a}{k}\left(\frac1{425}-\frac1{300}\right)\right]=10\ \mathrm s\times0.498\times e^{-8.85}\approx0.7\ \mathrm{ms}.$$

A trap that takes many seconds to empty at room temperature thus empties within milliseconds in a hot channel. The value is an extrapolation 75 K beyond the data and assumes that the same process still controls the recovery.

### 4. Activation energy and trap depth

What has been found is the slope of $\ln(\tau T^2)$ against $1/T$, multiplied by $k$. It equals the trap depth under the stated assumptions if, in addition, the depth does not change with temperature and no electric field assists the emission. Two points determine two unknowns, $E_a$ and $\sigma$, and leave nothing over to test those assumptions. The following cases are alternatives or separate corrections, and should not simply be added together.

**Thermally activated capture.** Suppose capture requires crossing a barrier $E_b$, so that $\sigma=\sigma_\infty e^{-E_b/kT}$. For a trap of depth $D$ the exponentials combine into $e^{-(D+E_b)/kT}$, and the slope yields $E_a=D+E_b$. A barrier of 0.10 eV would mean a depth of only 0.68 eV. Measuring capture as a function of temperature can separate the two.

**A depth that changes with temperature.** If the depth is $D(T)$, the slope gives

$$E_a=\frac{d(D/T)}{d(1/T)}=D-T\frac{dD}{dT},$$

because $d(1/T)=-dT/T^2$. For a linear decrease $D=H-aT$ the result is $E_a=H$, the depth extrapolated to zero temperature. The missing part, $-aT$, is hidden in the prefactor as a constant $e^{a/k}$, which makes the apparent cross-section too large.

Suppose the level keeps a fixed distance from the valence band, so that its depth below the conduction band takes up the whole shrinkage of the gap. The Varshni formula for the gap, $E_g(T)=E_g(0)-\alpha T^2/(T+\beta)$, has the slope $dE_g/dT=-\alpha T(T+2\beta)/(T+\beta)^2$. With the rough parameters $\alpha=0.9$ meV/K and $\beta=800$ K, the gap falls by 0.445 meV/K at 325 K. The depth there is about $0.778-325\times0.000445=0.63$ eV, and the depth at 300 K comes out as 0.64 eV. With that depth, the emission law gives a cross-section of about $1.2\times10^{-16}\ \mathrm{cm^2}$ at 300 K, some 170 times smaller than the apparent value in part 3. If the level follows the conduction band instead, this correction vanishes.

**Electric field, trap positive when empty.** The departing electron is attracted by the charge it leaves behind. Along the easiest direction its potential energy is

$$U(r)=-\frac{q^2}{4\pi\varepsilon r}-qFr .$$

Setting $dU/dr=0$ gives $r_0=\sqrt{q/(4\pi\varepsilon F)}$. At this point the two terms are equal, so the barrier is lowered by

$$2qFr_0=\sqrt{\frac{q^3F}{\pi\varepsilon}} .$$

This is the Poole-Frenkel effect. For $F=0.1$ MV/cm and a relative permittivity of 9, the lowering is 0.080 eV. If all electrons left in this direction, with the field the same at both temperatures, the measured slope would give the lowered barrier, and the zero-field depth would be 0.86 eV. For emission over the barrier this is an upper estimate, because electrons leave in all directions and the lowering is smaller in the others. Tunnelling through the lowered barrier is neglected here; along the easiest direction it would add a little under 0.01 eV. Averaging the emission over directions, with no lowering on the uphill side, gives about 0.83 eV.

**Electric field, trap neutral when empty.** There is then no Coulomb attraction, but an electron raised by heat to an energy $zkT$ below the band edge can tunnel through the remaining triangular barrier. The semiclassical exponent for a barrier of height $U$ is

$$\frac2\hbar\int_0^{U/qF}\sqrt{2m(U-qFx)}\,dx=\frac{4\sqrt{2m}\,U^{3/2}}{3\hbar qF}.$$

Call this exponent $K(U)$. Weight each energy by its thermal factor $e^z$ relative to the band edge, and count the emission over the edge as one. The rate is then enhanced by a factor estimated as

$$1+\int_0^{E_a/kT}e^{\,z-K(zkT)}\,dz .$$
 At 0.1 MV/cm, this estimate makes emission faster by a factor of 2.55 at 300 K and 2.18 at 350 K. The factors are rough. Much of the tunnelling occurs near the top of the barrier, where the exponent is small and the semiclassical approximation is poor. More importantly, the estimate is one-dimensional: it treats every electron as leaving straight along the force. What matters for the slope is the ratio of these factors:

$$D\approx E_a+\frac{k\ln(2.552/2.179)}{1/T_1-1/T_2}=0.81\ \mathrm{eV}.$$

In this one-dimensional estimate the rate more than doubles, yet the energy moves by only 0.03 eV, because most of the enhancement is common to both temperatures. In three dimensions the effect is smaller. Averaging the same formula over directions, with the field component along each direction and no enhancement on the uphill side, gives factors of 1.38 and 1.30 and a depth of 0.79 eV. For a point-like trap coupled equally to all band states, the thermally weighted density of states in a uniform field grows by $\exp[q^2F^2\hbar^2/(24m(kT)^3)]$. This is only 1.10 and 1.06 here and shifts the energy by less than 0.01 eV.

**Free electrons near the trap.** With a free-electron density $n$, the occupation obeys

$$\frac{df}{dt}=\sigma\bar v n(1-f)-ef,$$

and relaxes at the rate $e+\sigma\bar v n$. The two terms are equal at

$$n_1=\frac{e}{\sigma\bar v}=N_ce^{-E_a/kT}\approx1.9\times10^5\ \mathrm{cm^{-3}}\quad\text{at 300 K}.$$

At this density half the traps remain filled, and the observed time constant is 5 s instead of 10 s. This value takes $E_a$ as the depth; for true depths of 0.68 and 0.64 eV, $n_1$ would be about $9\times10^6$ and $3\times10^7\ \mathrm{cm^{-3}}$. In each case the density is tiny compared with $N_c=2.2\times10^{18}\ \mathrm{cm^{-3}}$. The analysis therefore needs a depleted region, where the Fermi level lies several $kT$ below the trap. It does not describe traps immersed in the conducting channel.

**Band anisotropy.** Masses of 0.19 and $0.21\,m_0$ along and across the crystal axis change the prefactor by 1.6 % relative to an isotropic $0.20\,m_0$. All velocity components still scale as $\sqrt T$, so this factor is the same at both temperatures and leaves $E_a$ unchanged.

**The real device.** The assumed field is far below the breakdown field, which is roughly 3 MV/cm, but the field in a device is not uniform and can be much higher near the gate edge. The temperature is also easily misjudged: if the channel is 10 K hotter than the base plate in both measurements, the correct temperatures are 310 and 360 K, and the same time constants give 0.83 eV. A real recovery need not be a single exponential, and then one time constant does not define one trap. For holes the same argument applies, with the energy measured from the valence-band edge, but the $T^2$ prefactor is only approximate where several valence bands lie close together, as in gallium nitride. Hole emission leaves the trap more negative, however, so by itself it would lower the current of this transistor instead of restoring it.

For this example, then, 0.78 eV is a well-defined apparent activation energy, while the corrections above for a capture barrier, a changing gap, an electric field and a heated channel, each taken alone and with the values assumed here, give trap depths from about 0.64 to 0.86 eV. Recapture by free electrons is not included in this range and must be excluded separately. Other values, such as a stronger field, would widen this range. The numerical output lists the values used.

## Computed results

```
time constant at 300 K: 10.0 s
time constant at 350 K: 0.1 s
Boltzmann constant: 8.617333e-05 eV/K
1/T1 - 1/T2: 4.76190e-04 1/K
tau1 T1^2: 900000 s K^2
tau2 T2^2: 12250 s K^2
ratio of tau T^2: 73.4694
logarithm of that ratio: 4.29687
activation energy, formula: 0.7776 eV = 1.2458e-19 J
activation energy, integrated rates: 0.7776 eV
logarithm of tau1/tau2: 4.60517
energy without T^2: 0.8334 eV
excess without T^2: 0.0558 eV
estimate 2k sqrt(T1 T2): 0.0558 eV
tau at 325 K with T^2: 0.8427 s
tau at 325 K without T^2: 0.8377 s
electron mass (rough): 0.20 m0
gamma: 6.000e+20 1/(cm2 s K2)
Ea/kT at 300 K: 30.078
apparent cross-section: 2.14e-14 cm2
tau at 425 K: 0.717 ms
energy shift, tau1 10 % larger: +0.0172 eV
energy shift, T2 1 K higher: -0.0141 eV
assumed channel heating: 10 K
energy with heated channel: 0.8282 eV
assumed field: 0.10 MV/cm
relative permittivity (rough): 9.0
Poole-Frenkel lowering: 0.0800 eV
zero-field depth, Poole-Frenkel case: 0.8576 eV
tunnelling rate factor at 300 K: 2.552
tunnelling rate factor at 350 K: 2.179
depth corrected for tunnelling: 0.8062 eV
assumed capture barrier: 0.10 eV
depth with that capture barrier: 0.6776 eV
Varshni parameters (rough): 0.9 meV/K, 800 K
gap slope at 325 K: -0.445 meV/K
depth at 300 K, level tied to valence band: 0.6442 eV
masses along and across the axis (rough): 0.19, 0.21 m0
prefactor change by anisotropy: +1.60 %
band density of states at 300 K: 2.244e+18 cm^-3
mean thermal speed at 300 K: 2.406e+07 cm/s
density where capture equals emission: 1.94e+05 cm^-3
```
